\section*{An Excited Emitter Before a Mirror: Delay Equation and Trapped Population}

\section{Problem}

A two-level emitter with transition frequency $\omega_0$, taken to include the constant frequency shift caused by its coupling to the waveguide, is coupled to a one-dimensional waveguide that is closed at $x=0$ by a perfect mirror, where the field vanishes. The emitter sits at $x_0$. Light travels at speed $v$, so a round trip from emitter to mirror and back takes $\tau=2x_0/v$. Without the mirror, the excited population would decay at the rate $\Gamma$, counting emission in both directions. At $t=0$ the emitter is excited and the waveguide is empty.

Assume rotating-wave coupling, linear dispersion, $\Gamma\ll\omega_0$, no other loss or dephasing, and a coupling that depends on frequency only through the standing-wave factor of the mirror. The product $\Gamma\tau$ may have any size.

\begin{enumerate}
\item Derive the equation of motion of the excited-state amplitude.
\item Solve it for an emitter at a node of the resonant field, $\omega_0\tau=2\pi n$ with $n=1,2,\dots$
\item Show that the excited population tends to $1/(1+\Gamma\tau/2)^2$.
\item Evaluate the result for $\omega_0/2\pi=5$ GHz, $\Gamma=0.5\ \mathrm{ns}^{-1}$, $\tau=2$ ns.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Eliminate the photon amplitudes. The square of a sine contains a constant and two exponentials; each becomes a delta function in time.
\item Split the amplitude according to the number of completed round trips. Each part is driven by the one before it.
\item Look for a combination of $c(t)$ and its integral over the last round trip that does not change in time.
\item A conserved quantity fixes a limit only if the limit exists. Compare the largest and smallest values of $c$ in successive intervals of length $\tau$.
\end{enumerate}

\section{Solution}

\subsection{The delay equation}

With one excitation in total, the state is
\begin{equation}
|\psi\rangle=c(t)e^{-i\omega_0t}|e,0\rangle+\int d\omega\,b_\omega(t)e^{-i\omega t}|g,1_\omega\rangle .
\end{equation}
For a real coupling $g(\omega)$ the Schr\"odinger equation gives
\begin{align}
\dot c&=-i\int d\omega\,g(\omega)b_\omega e^{-i(\omega-\omega_0)t},\\
\dot b_\omega&=-ig(\omega)c\,e^{i(\omega-\omega_0)t}.
\end{align}

The size of $g$ follows from $\Gamma$. Without the mirror there are two travelling waves per frequency, each of intensity $1/(2\pi v)$ when normalized in frequency, together $1/(\pi v)$. Fermi's golden rule assigns to them a summed squared coupling $\Gamma/(2\pi)$. With the mirror there is one mode per frequency, of intensity $(2/\pi v)\sin^2(\omega x_0/v)$. The ratio of intensities is $2\sin^2(\omega\tau/2)$, hence
\begin{equation}
g(\omega)^2=\frac{\Gamma}{\pi}\sin^2\frac{\omega\tau}{2}
=\frac{\Gamma}{2\pi}-\frac{\Gamma}{4\pi}\left(e^{i\omega\tau}+e^{-i\omega\tau}\right).
\end{equation}

Integrating $\dot b_\omega$ from $b_\omega(0)=0$ and inserting it in $\dot c$ gives
\begin{equation}
\dot c(t)=-\int_0^t du\,K(u)\,c(t-u),\qquad
K(u)=\int d\omega\,g(\omega)^2e^{-i(\omega-\omega_0)u}.
\end{equation}
The true band of frequencies is finite and need not be symmetric about $\omega_0$. This has two effects. The peaks of $K$ in time acquire a small width, which is negligible for $\Gamma\ll\omega_0$. The transition frequency is also shifted by an amount of order $\Gamma$. Over a round trip such a shift gives a phase of order $\Gamma\tau$, which need not be small, so it cannot simply be dropped. It is instead included in $\omega_0$, which is the frequency one would measure without the mirror. With this convention the frequency integral may be extended to the whole line. Then
\begin{equation}
K(u)=\Gamma\delta(u)-\frac{\Gamma}{2}e^{i\omega_0\tau}\delta(u-\tau)-\frac{\Gamma}{2}e^{-i\omega_0\tau}\delta(u+\tau).
\end{equation}
The last term lies outside the range $u\ge0$. The first stands for a narrow even peak at $u=0$, of which the integral covers half. With $\gamma=\Gamma/2$ and $\phi=\omega_0\tau$,
\begin{equation}
\dot c(t)=-\gamma c(t)+\gamma e^{i\phi}c(t-\tau),\qquad c(0)=1,\quad c(t<0)=0.
\label{dde}
\end{equation}
The emitter radiates, and after one round trip it is driven by its own reflected light. At a node $e^{i\phi}=1$ and $c$ is real.

\subsection{Sum over round trips}

Write $c=\sum_{n\ge0}c_n$, where now $n$ counts round trips and $c_n$ vanishes for $t<n\tau$. Equation (\ref{dde}) holds if
\begin{equation}
\dot c_0=-\gamma c_0,\qquad \dot c_n(t)=-\gamma c_n(t)+\gamma c_{n-1}(t-\tau),
\end{equation}
with $c_0(0)=1$ and $c_n(n\tau)=0$ for $n\ge1$. The claim is that, with $u=t-n\tau\ge0$,
\begin{equation}
c_n(t)=\frac{(\gamma u)^n}{n!}e^{-\gamma u}.
\end{equation}
This is true for $n=0$. If it is true for $n-1$, the source is $c_{n-1}(t-\tau)=(\gamma u)^{n-1}e^{-\gamma u}/(n-1)!$, since $(t-\tau)-(n-1)\tau=u$. Multiplying the equation for $c_n$ by $e^{\gamma u}$ gives
\begin{equation}
\frac{d}{du}\left(e^{\gamma u}c_n\right)=\gamma\frac{(\gamma u)^{n-1}}{(n-1)!}
\quad\Rightarrow\quad e^{\gamma u}c_n=\frac{(\gamma u)^n}{n!}.
\end{equation}
The solution at a node is therefore
\begin{equation}
c(t)=\sum_{n=0}^{\lfloor t/\tau\rfloor}\frac{[\gamma(t-n\tau)]^n}{n!}\,e^{-\gamma(t-n\tau)} .
\label{series}
\end{equation}
The sum is finite at every time. Up to $t=\tau$ only $n=0$ contributes: the emitter decays as if there were no mirror, because no light has yet returned.

\subsection{A conserved quantity}

Define
\begin{equation}
Q(t)=c(t)+\gamma\int_{t-\tau}^{t}c(s)\,ds .
\end{equation}
Its derivative is
\begin{equation}
\dot Q=[-\gamma c(t)+\gamma c(t-\tau)]+\gamma[c(t)-c(t-\tau)]=0 .
\end{equation}
For $t>0$ the amplitude is continuous, so $Q$ does not jump when the first reflection arrives. At $t=0$ the integral is zero and $c=1$. Thus $Q=1$ at all later times.

\subsection{The limit exists}

Let $U_m$ and $L_m$ be the largest and smallest values of $c$ for $m\tau\le t\le(m+1)\tau$. For $m\ge1$, integrate (\ref{dde}) from $T=m\tau$:
\begin{equation}
c(t)=w\,c(T)+\gamma\int_T^t e^{-\gamma(t-s)}c(s-\tau)\,ds,\qquad w=e^{-\gamma(t-T)} .
\end{equation}
The weights under the integral add up to $1-w$, so $c(t)$ is a weighted average. Both $c(T)$ and the delayed values belong to the preceding interval. Since $w\ge q\equiv e^{-\gamma\tau}$,
\begin{align}
c(t)&\le U_{m-1}-w[U_{m-1}-c(T)]\le U_{m-1}-q[U_{m-1}-c(T)],\\
c(t)&\ge L_{m-1}+w[c(T)-L_{m-1}]\ge L_{m-1}+q[c(T)-L_{m-1}].
\end{align}
Subtracting the second bound from the first, $c(T)$ cancels:
\begin{equation}
U_m-L_m\le(1-e^{-\gamma\tau})(U_{m-1}-L_{m-1}).
\end{equation}
The ranges are nested and their width shrinks to zero, so $c(t)$ has a limit $c_\infty$.

\subsection{The trapped population}

In the limit, the integral in $Q$ becomes $\tau c_\infty$. Then $Q=1$ reads $c_\infty(1+\gamma\tau)=1$, and
\begin{equation}
P_\infty=c_\infty^2=\frac{1}{(1+\Gamma\tau/2)^2}.
\end{equation}

For $\Gamma\tau\ll1$ this is $1-\Gamma\tau$ to first order: the reflected light returns before much has been lost. For $\Gamma\tau\gg1$ it approaches $4/(\Gamma\tau)^2$. In that regime the emitter has almost emptied before the first reflection arrives: its population at $t=\tau$ is $e^{-\Gamma\tau}$, far below the final value. The final population is regained from the reflected light.

The absence of other loss is essential. An additional population loss rate $\kappa$ adds $-\kappa c/2$ to (\ref{dde}) and gives $\dot Q=-\kappa c/2$. A positive limit of $c$ would make $Q$ fall without bound, while $Q$ itself would have to approach a positive constant. No such limit is then possible.

\subsection{Numbers}

Here $\omega_0\tau/2\pi=5\times2=10$, so the emitter is at a node, and $\Gamma/\omega_0=0.016$ is small. With $\gamma=0.25\ \mathrm{ns}^{-1}$ we have $\gamma\tau=0.5$, so
\begin{equation}
c_\infty=\frac1{1.5}=0.6667,\qquad P_\infty=0.4444 .
\end{equation}
At $t=2$ ns the population has dropped to $e^{-1}=0.3679$, below its final value. The first reflection then re-excites the emitter. At $t=4$ ns the terms $n=0$ and $n=1$ of (\ref{series}) give
\begin{equation}
c=e^{-1}+0.5\,e^{-0.5}=0.3679+0.5\times0.6065=0.6711 ,
\end{equation}
while the $n=2$ term is just starting from zero. The population is 0.4504, slightly above the limit. At 10 ns it is 0.4444, whereas without the mirror it would be 0.0067.

The effect of a finite bandwidth can be checked by diagonalizing the emitter together with 1500 standing-wave modes between zero and $2\omega_0$. This band is symmetric about $\omega_0$, so the frequency shifts due to the modes below and above $\omega_0$ cancel, and no correction of $\omega_0$ is needed. After the first 0.3 ns the population then differs from (\ref{series}) by at most 0.008, measured against an initial population of 1. In the short initial transient, where the finite width of the peak of $K$ at $u=0$ is resolved, the difference reaches 0.013 near $t=0.06$ ns. The numerical output lists this comparison and a scan over $\gamma\tau$.

\section{Variation 1: where is the rest of the energy?}

Without the mirror, each direction would receive the photon flux $\gamma|c|^2$. The wave sent towards the mirror has this flux, and so has its reflection. Beyond the emitter, the direct wave and the reflected one add. Reflection changes the sign, so the outgoing amplitude is $\sqrt\gamma\,[c(t)-e^{i\phi}c(t-\tau)]$. Equation (\ref{dde}) confirms this through an energy balance. With $c_\tau=c(t-\tau)$,
\begin{align}
\frac{d}{dt}\left[|c|^2+\gamma\int_{t-\tau}^t|c|^2ds\right]
&=-2\gamma|c|^2+2\gamma\,\mathrm{Re}(c^*e^{i\phi}c_\tau)+\gamma|c|^2-\gamma|c_\tau|^2\nonumber\\
&=-\gamma\left|c-e^{i\phi}c_\tau\right|^2 .
\label{balance}
\end{align}
The integral on the left is the photon probability on its way to the mirror and back. At a node it tends to $\gamma\tau c_\infty^2$, and the outgoing flux tends to zero because the two waves cancel. The final budget is
\begin{align}
\text{emitter: }&\frac{1}{(1+\gamma\tau)^2}=0.4444,\\
\text{trapped photon: }&\frac{\gamma\tau}{(1+\gamma\tau)^2}=0.2222,\\
\text{escaped photon: }&1-\frac{1}{1+\gamma\tau}=0.3333 .
\end{align}

The retained part is a bound state of frequency $\omega_0$. If its emitter amplitude is $\alpha$, its photon amplitudes are $g(\omega)\alpha/(\omega_0-\omega)$, which stay finite because $g(\omega_0)=0$. The emitter equation requires $\int d\omega\,g^2/(\omega_0-\omega)=0$, which holds since $g^2$ is even about $\omega_0$. Normalization gives
\begin{equation}
\frac1{|\alpha|^2}=1+\frac{\Gamma}{\pi}\int_{-\infty}^{\infty}d\delta\,\frac{\sin^2(\delta\tau/2)}{\delta^2}
=1+\frac{\Gamma}{\pi}\,\frac{\pi\tau}{2}=1+\gamma\tau .
\end{equation}
The initial state overlaps with the bound state with probability $|\alpha|^2$, and the bound state is excited with probability $|\alpha|^2$. This explains the square in $P_\infty$.

The mode calculation gives $|\alpha|^2=0.669$ instead of 0.667. Its band omits $|\delta|>\omega_0$, where $\sin^2$ averages to $1/2$; the missing part of the normalization is about $\Gamma/(\pi\omega_0)=0.005$, and $1/(1.5-0.005)=0.669$. At 40 ns the same calculation finds a photon probability of 0.221 between mirror and emitter. Just outside, between travel times 1.1 and 5.0 ns from the mirror, it finds $4.5\times10^{-5}$. This small remainder is the tail of the bound-state field produced by the sharp band edges, and it depends on the cutoff: for a band from zero to $3\omega_0$ the bound state gives $1.0\times10^{-5}$.

\section{Variation 2: an emitter slightly off the node}

Let $\phi$ now denote the phase error, $\omega_0\tau=2\pi n+\phi$, with $e^{i\phi}\ne1$. Put $f=c-e^{i\phi}c_\tau$, so that (\ref{dde}) reads $\dot c=-\gamma f$. By (\ref{balance}) the integral of $|f|^2$ over all time is finite. For $t>\tau$ the slope of $f$ is bounded, so $f$ must tend to zero: recurring peaks of fixed height would have a minimum width and an infinite total area. Then $\dot c\to0$, hence $c-c_\tau\to0$, and $f\to0$ becomes $(1-e^{i\phi})c\to0$. The population vanishes in the end.

For small $\phi$ the decay is slow. Insert $c\propto e^{st}$ in (\ref{dde}) and set $z=i\phi-s\tau$:
\begin{equation}
s=\gamma(e^z-1)=\gamma\left(z+\tfrac12z^2+\dots\right).
\end{equation}
To first order $s_1=\gamma(i\phi-s_1\tau)$, so
\begin{equation}
s_1=\frac{i\gamma\phi}{1+\gamma\tau},\qquad z_1=i\phi-s_1\tau=\frac{i\phi}{1+\gamma\tau}.
\end{equation}
This is a frequency shift without decay. To second order $s_2=\gamma(-s_2\tau+z_1^2/2)$, so
\begin{equation}
s_2=-\frac{\gamma\phi^2}{2(1+\gamma\tau)^3}.
\end{equation}
The population decays at the rate $-2s_2$, to leading order in $\phi$:
\begin{equation}
\Gamma_{\rm leak}=\frac{\Gamma\phi^2}{2(1+\Gamma\tau/2)^3}.
\end{equation}
For $\phi=0.1$ rad this is $0.5\times0.01/(2\times1.5^3)=7.41\times10^{-4}\ \mathrm{ns}^{-1}$, a lifetime of 1350 ns. Direct time stepping of the delay equation gives the same late-time rate to three digits. Near the node, $P_\infty$ is thus a long-lived plateau; at the node, within this model, it is permanent.

\section*{Calculated quantities}
\begin{verbatim}
Gamma = 0.500 1/ns, gamma = 0.250 1/ns
tau = 2.000 ns, gamma*tau = 0.500
transition frequency = 5.000 GHz
omega0 = 31.4159 rad/ns, Gamma/omega0 = 0.0159
node number n = 10.000
wave speed = 0.100 m/ns
emitter-mirror distance = 0.100 m
t (ns), amplitude, population, population without mirror:
    1.0  0.778801  0.606531  0.606531
    2.0  0.606531  0.367879  0.367879
    3.0  0.667067  0.444978  0.223130
    4.0  0.671145  0.450435  0.135335
    6.0  0.666826  0.444657  0.049787
   10.0  0.666670  0.444449  0.006738
   20.0  0.666667  0.444444  0.000045
limit of amplitude = 0.666667
trapped excited population = 0.444444
trapped photon probability = 0.222222
escaped photon probability = 0.333333
window contraction bound = 0.3935
largest observed window ratio = 0.1864
gamma*tau, trapped population: formula, time stepping:
  0.1  0.826446  0.826446
  0.5  0.444444  0.444444
  1.0  0.250000  0.250000
  2.0  0.111111  0.111111
  5.0  0.027778  0.027778
largest series-stepping amplitude gap = 4.9e-08
number of modes in mode model = 1500
mode model: bound-state emitter weight = 0.6689
mode model: excited population at 40 ns = 0.4475
mode model: photon between mirror and emitter = 0.2210
mode model: photon from 1.1 to 5.0 ns = 4.5e-05
mode model: largest population gap at node = 0.0078
off node: tau = 2.050 ns, largest gap = 0.0080
off node: population at 41.0 ns = 2.0e-04
phase error = 0.10 rad
leak rate, formula = 7.4074e-04 1/ns
leak rate, time stepping = 7.4092e-04 1/ns
leak lifetime from formula = 1350 ns
\end{verbatim}
